# Stefan flow and Fick's law in precursor delivery: a numerical check

```python
"""Stefan flow of an evaporating precursor through a stagnant carrier gas.

Result under test: the steady precursor flux is
    N = (c D / L) * ln((1 - x_exit) / (1 - x_surface)),
which for x_surface = 0.5 and x_exit = 0 is 2 ln 2 = 1.386 times the
dilute Fick flux c D (x_surface - x_exit) / L.

c: total number density, D: binary diffusivity, L: column length,
x: precursor mole fraction. The simulation uses length L, time L^2/D and
flux c D / L as units. It imposes an impermeable surface for the carrier,
but does not impose zero carrier flux anywhere else.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

CELLS = 120
WIDTH = 1.0 / CELLS
CENTRES = (np.arange(CELLS) + 0.5) * WIDTH


def stefan_flux(x_surface, x_exit):
    """Derived flux in units of c D / L."""
    return np.log((1 - x_exit) / (1 - x_surface))


def face_fluxes(x, x_surface, x_exit):
    """Total flux (uniform in space) and precursor flux at all cell faces."""
    surface_diffusion = (x_surface - x[0]) / (WIDTH / 2)
    # No carrier crosses the surface: total flux = precursor flux there.
    total = surface_diffusion / (1 - x_surface)
    precursor = np.empty(CELLS + 1)
    precursor[0] = surface_diffusion + total * x_surface
    precursor[1:-1] = -np.diff(x) / WIDTH + total * (x[1:] + x[:-1]) / 2
    precursor[-1] = (x[-1] - x_exit) / (WIDTH / 2) + total * x_exit
    return total, precursor


def simulate(x_surface, x_exit, start):
    """March the conservation law from a starting profile to steady state."""
    def rate(_, x):
        return -np.diff(face_fluxes(x, x_surface, x_exit)[1]) / WIDTH
    times = np.linspace(0, 3, 601)
    run = solve_ivp(rate, (0, 3), start, method="BDF", t_eval=times,
                    rtol=1e-8, atol=1e-10)
    assert run.success
    return times, run.y


# ---- Main case: column initially filled with pure carrier ----
x0, xL = 0.5, 0.0
times, history = simulate(x0, xL, np.zeros(CELLS))
final = history[:, -1]
flux_sim, precursor_faces = face_fluxes(final, x0, xL)
carrier_exit_late = flux_sim - precursor_faces[-1]
early_total, early_faces = face_fluxes(history[:, 4], x0, xL)
carrier_exit_early = early_total - early_faces[-1]
fick_scaled = x0 - xL
ratio_sim = flux_sim / fick_scaled
ratio_formula = stefan_flux(x0, xL) / fick_scaled

# Discretization error is second order in the cell width, below 1e-4 here.
assert abs(flux_sim - stefan_flux(x0, xL)) < 1e-4
assert round(100 * (ratio_sim - 1)) == 39
profile = 1 - (1 - x0)**(1 - CENTRES) * (1 - xL)**CENTRES
assert np.max(np.abs(final - profile)) < 1e-4
assert carrier_exit_early > 0.5
assert abs(carrier_exit_late) < 1e-4
integral = quad(lambda x: 1 / (1 - x), xL, x0)[0]
assert abs(integral - flux_sim) < 1e-4

# Diffusive parts at the ends, from the simulated profile.
surface_diffusive = (x0 - final[0]) / (WIDTH / 2)
exit_diffusive = (final[-1] - xL) / (WIDTH / 2)
assert surface_diffusive < fick_scaled < exit_diffusive
assert abs(surface_diffusive / flux_sim - 0.5) < 1e-3
assert abs(exit_diffusive / flux_sim - 1) < 1e-3

# ---- Other compositions and the dilute limit ----
other_ratios = {}
for a, b in ((0.02, 0.0), (0.2, 0.0), (0.8, 0.2)):
    _, other = simulate(a, b, a + (b - a) * CENTRES)
    other_flux = face_fluxes(other[:, -1], a, b)[0]
    assert abs(other_flux / stefan_flux(a, b) - 1) < 3e-4
    other_ratios[(a, b)] = other_flux / (a - b)
# First correction in the dilute limit is x_surface / 2.
assert abs((other_ratios[(0.02, 0.0)] - 1) / 0.01 - 1) < 0.03

# Time after which the surface flux stays within 1 percent of steady.
surface_history = np.array([face_fluxes(history[:, i], x0, xL)[0]
                            for i in range(len(times))])
outside = np.where(np.abs(surface_history / flux_sim - 1) > 0.01)[0]
settling_scaled = times[outside[-1] + 1]

# ---- Worked example: rough ampoule parameters, SI inside ----
kB = const.k
temperature = 350.0
pressure = 100 * const.torr
diffusivity = 0.6e-4
length, radius = 0.10, 0.005
density = pressure / (kB * temperature)
unit_flux = density * diffusivity / length
flux = unit_flux * stefan_flux(x0, xL)
fick_flux = unit_flux * fick_scaled
area = np.pi * radius**2
sccm = const.atm * 1e-6 / (kB * const.zero_Celsius) / 60
delivery = flux * area
diffusion_time = length**2 / diffusivity

# ---- Sizes of neglected effects ----
# Cooling: all latent heat is conducted through the liquid from its base.
latent_eV, liquid_depth, liquid_conductivity = 0.4, 0.002, 0.15
latent = latent_eV * const.e


def cooled_fraction(surface_temperature):
    return x0 * np.exp(-latent / kB
                       * (1 / surface_temperature - 1 / temperature))


def heat_mismatch(surface_temperature):
    x = cooled_fraction(surface_temperature)
    heat_flux = unit_flux * stefan_flux(x, xL) * latent
    return (temperature - surface_temperature
            - heat_flux * liquid_depth / liquid_conductivity)


surface_temperature = brentq(heat_mismatch, temperature - 20, temperature)
x_cooled = cooled_fraction(surface_temperature)
cooled_flux = unit_flux * stefan_flux(x_cooled, xL)
cooled_ratio = stefan_flux(x_cooled, xL) / (x_cooled - xL)
assert 1.3 < cooled_ratio < ratio_formula

# Exit fraction when the delivered vapour mixes with a finite sweep flow.
sweep_sccm = 100.0


def exit_mismatch(x):
    vapour = unit_flux * area * stefan_flux(x0, x)
    return x - vapour / (vapour + sweep_sccm * sccm)


x_exit_real = brentq(exit_mismatch, 0, 0.4)
exit_change = stefan_flux(x0, x_exit_real) / stefan_flux(x0, xL) - 1

speed = flux / density
radial_peclet = speed * radius / diffusivity
viscosity = 2e-5
pressure_drop = 8 * viscosity * speed * length / radius**2
virial = -1000e-6                       # m^3/mol, precursor pairs only
nonideality = x0**2 * virial * density / const.N_A
vapour_mass, carrier_mass = 100.0, 28.0  # g/mol
molecule_mass = vapour_mass * 1e-3 / const.N_A
kinetic_limit = x0 * density * np.sqrt(
    kB * temperature / (2 * np.pi * molecule_mass))
liquid_number_density = 1000.0 / molecule_mass
recession = flux / liquid_number_density
gas_surface = density / const.N_A * (
    x0 * vapour_mass + (1 - x0) * carrier_mass)   # g/m^3
gas_exit = density / const.N_A * carrier_mass
assert gas_surface > gas_exit           # heavy gas below: stable
assert max(radial_peclet**2, pressure_drop / pressure,
           abs(nonideality), flux / kinetic_limit, abs(exit_change)) < 0.01

# ---- Printed numbers ----
print(f"Surface and exit mole fraction: {x0:.2f}, {xL:.2f}")
print(f"Simulated flux / (cD/L): {flux_sim:.5f}")
print(f"Formula flux / (cD/L): {stefan_flux(x0, xL):.5f}")
print(f"Fick flux / (cD/L): {fick_scaled:.5f}")
print(f"Flux ratio, simulated: {ratio_sim:.4f}")
print(f"Flux ratio, formula: {ratio_formula:.4f}")
print(f"Enhancement: {100 * (ratio_formula - 1):.1f} percent")
print(f"Mid-column x, simulated: {np.interp(0.5, CENTRES, final):.4f}")
print(f"Mid-column x, formula: {1 - np.sqrt((1 - x0) * (1 - xL)):.4f}")
print(f"Mid-column x, linear: {(x0 + xL) / 2:.4f}")
print(f"Surface diffusive flux / (cD/L): {surface_diffusive:.4f}")
print(f"Exit diffusive flux / (cD/L): {exit_diffusive:.4f}")
print(f"Exit carrier flux / (cD/L), t={times[4]:.2f} L^2/D: "
      f"{carrier_exit_early:.3f}")
print(f"Exit carrier flux / (cD/L), late: {abs(carrier_exit_late):.1e}")
for (a, b), value in other_ratios.items():
    print(f"Simulated ratio for x = {a:.2f} to {b:.2f}: {value:.4f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Total pressure: {pressure / const.torr:.0f} Torr")
print(f"Surface vapour pressure: {x0 * pressure / const.torr:.0f} Torr")
print(f"Diffusivity: {diffusivity * 1e4:.2f} cm2/s")
print(f"Tube length, radius: {length * 100:.1f}, {radius * 100:.1f} cm")
print(f"Number density: {density * 1e-6:.3e} cm^-3")
print(f"cD/L: {unit_flux * 1e-4:.3e} cm^-2 s^-1")
print(f"Stefan flux: {flux * 1e-4:.3e} cm^-2 s^-1")
print(f"Fick flux: {fick_flux * 1e-4:.3e} cm^-2 s^-1")
print(f"Delivery rate: {delivery:.3e} molecules/s")
print(f"Delivery rate: {delivery / sccm:.3f} sccm")
print(f"Fick delivery rate: {fick_flux * area / sccm:.3f} sccm")
print(f"Diffusion time L^2/D: {diffusion_time:.0f} s")
print(f"Settling time to 1 percent: {settling_scaled * diffusion_time:.0f} s")
print(f"Latent heat: {latent_eV:.2f} eV per molecule")
print(f"Liquid depth: {liquid_depth * 1000:.1f} mm")
print(f"Liquid conductivity: {liquid_conductivity:.2f} W/(m K)")
print(f"Surface cooling: {temperature - surface_temperature:.2f} K")
print(f"Cooled surface mole fraction: {x_cooled:.4f}")
print(f"Flux change by cooling: {100 * (cooled_flux / flux - 1):.1f} percent")
print(f"Flux ratio at cooled surface: {cooled_ratio:.4f}")
print(f"Sweep flow: {sweep_sccm:.0f} sccm")
print(f"Exit mole fraction with sweep: {x_exit_real:.5f}")
print(f"Flux change by exit fraction: {100 * exit_change:.2f} percent")
print(f"Mouth length uncertainty R/L: {100 * radius / length:.1f} percent")
print(f"Radial Peclet number: {radial_peclet:.4f}")
print(f"Viscosity: {viscosity:.1e} Pa s")
print(f"Relative viscous pressure drop: {pressure_drop / pressure:.1e}")
print(f"Second virial coefficient: {virial * 1e6:.0f} cm3/mol")
print(f"Nonideality at surface: {100 * nonideality:.2f} percent")
print(f"Molar masses, vapour and carrier: {vapour_mass:.0f}, "
      f"{carrier_mass:.0f} g/mol")
print(f"Flux / kinetic evaporation limit: {flux / kinetic_limit:.1e}")
print(f"Liquid density: {liquid_number_density * molecule_mass / 1000:.1f} "
      "g/cm3")
print(f"Liquid recession: {recession * 1e9:.0f} nm/s")
print("Recession in one diffusion time / L: "
      f"{recession * diffusion_time / length:.1e}")
print(f"Gas density at surface: {gas_surface * 1e-3:.3f} mg/cm3")
print(f"Gas density at exit: {gas_exit * 1e-3:.3f} mg/cm3")
print("success")
```

Output:

```
Surface and exit mole fraction: 0.50, 0.00
Simulated flux / (cD/L): 0.69315
Formula flux / (cD/L): 0.69315
Fick flux / (cD/L): 0.50000
Flux ratio, simulated: 1.3863
Flux ratio, formula: 1.3863
Enhancement: 38.6 percent
Mid-column x, simulated: 0.2929
Mid-column x, formula: 0.2929
Mid-column x, linear: 0.2500
Surface diffusive flux / (cD/L): 0.3466
Exit diffusive flux / (cD/L): 0.6931
Exit carrier flux / (cD/L), t=0.02 L^2/D: 2.529
Exit carrier flux / (cD/L), late: 7.8e-10
Simulated ratio for x = 0.02 to 0.00: 1.0101
Simulated ratio for x = 0.20 to 0.00: 1.1157
Simulated ratio for x = 0.80 to 0.20: 2.3105
Temperature: 350 K
Total pressure: 100 Torr
Surface vapour pressure: 50 Torr
Diffusivity: 0.60 cm2/s
Tube length, radius: 10.0, 0.5 cm
Number density: 2.759e+18 cm^-3
cD/L: 1.655e+17 cm^-2 s^-1
Stefan flux: 1.147e+17 cm^-2 s^-1
Fick flux: 8.277e+16 cm^-2 s^-1
Delivery rate: 9.012e+16 molecules/s
Delivery rate: 0.201 sccm
Fick delivery rate: 0.145 sccm
Diffusion time L^2/D: 167 s
Settling time to 1 percent: 72 s
Latent heat: 0.40 eV per molecule
Liquid depth: 2.0 mm
Liquid conductivity: 0.15 W/(m K)
Surface cooling: 0.93 K
Cooled surface mole fraction: 0.4826
Flux change by cooling: -4.9 percent
Flux ratio at cooled surface: 1.3654
Sweep flow: 100 sccm
Exit mole fraction with sweep: 0.00200
Flux change by exit fraction: -0.29 percent
Mouth length uncertainty R/L: 5.0 percent
Radial Peclet number: 0.0347
Viscosity: 2.0e-05 Pa s
Relative viscous pressure drop: 2.0e-08
Second virial coefficient: -1000 cm3/mol
Nonideality at surface: -0.11 percent
Molar masses, vapour and carrier: 100, 28 g/mol
Flux / kinetic evaporation limit: 1.2e-05
Liquid density: 1.0 g/cm3
Liquid recession: 191 nm/s
Recession in one diffusion time / L: 3.2e-04
Gas density at surface: 0.293 mg/cm3
Gas density at exit: 0.128 mg/cm3
success
```
